# The H/D Arrhenius Prefactor Ratio for Transfer Through an Eckart Barrier

## The problem

An atom, H or D, is transferred between two heavy groups that meet in the gas phase. Hartree atomic units are used, so $\hbar=1$; temperatures are in kelvin and $\beta=1/(k_BT)$. The model is as follows.

- The stretch that holds the atom in the reactant is harmonic, with quantum $\omega_i\propto m_i^{-1/2}$, where $i$ is H or D.
- Along the reaction path the bare barrier is $V_c\,\mathrm{sech}^2(x/a)$. The zero-point energy of the stretch fades with the same shape, as $\tfrac12\omega_i[1-\mathrm{sech}^2(x/a)]$. Counted from the reactant ground level, the barrier is therefore $V_i\,\mathrm{sech}^2(x/a)$ with $V_i=V_c-\tfrac12\omega_i$.
- The mass along the path is constant, $m_H$ or $m_D$. Translation, rotation and the heavy-atom vibrations contribute a factor $C(T)$ that is the same for both isotopes.

The semiclassical rate (classical crossing, quantized vibrations) is multiplied by the tunnelling factor
$$\kappa=\beta\int_0^\infty P(E)\,e^{-\beta(E-V)}\,dE ,$$
where $P$ is the transmission probability. The semiclassical rate is proportional to $\beta^{-1}e^{-\beta V}$ divided by the stretch partition function $1/(1-e^{-\beta\omega})$, so
$$k=C(T)\,(1-e^{-\beta\omega})\,I(\beta),\qquad I=\int_0^\infty P(E)\,e^{-\beta E}dE .$$

The Arrhenius parameters at a given temperature are those of the tangent to $\ln k$ plotted against $\beta$:
$$E_a=-\frac{d\ln k}{d\beta},\qquad \ln A=\ln k+\beta E_a .$$
The quantity to follow is $R=A_H/A_D$.

**(a)** A value of $R$ below 0.7 is used as a sign of tunnelling. Under what conditions is 0.7 a semiclassical lower bound?
**(b)** Find $P(E)$ and express $\ln R$ through averages over the reactive flux.
**(c)** Find the leading effect of weak tunnelling on $R$.
**(d)** What decides whether $R$ falls or rises on cooling?
**(e)** Find $R$ in deep tunnelling and for $T\to0$.
**(f)** Follow $R$ from 1000 K to 80 K for $V_c=0.020$ hartree, $a=0.80$ bohr, $\omega_H=0.0130$ hartree.

## Hints

1. Taking the prefactor is a linear operation on $\ln k$: $\ln A=(1-\beta\,\partial_\beta)\ln k$. See what it does to terms proportional to $\beta$.
2. For (a), treat one vibrational mode at a time and differentiate its contribution with respect to $\beta\omega$.
3. For (b), the variable $\xi=\tanh(x/a)$ turns the Schrödinger equation into a hypergeometric one.
4. For (c), integrate $\kappa$ by parts, so that $dP/dE$ becomes a narrow weight near the barrier top.
5. For (e), use $s=\sqrt E$ as the integration variable.

## Solution

### (a) When 0.7 is a bound

Count each mode from its ground level. Zero-point energies then appear in $\ln k$ as terms $-\beta\Delta$, and $(1-\beta\partial_\beta)(-\beta\Delta)=0$: they do not affect the prefactor. A reactant mode leaves the factor $1-e^{-u}$ in $k$, with $u=\beta\omega$, and contributes to $\ln A$
$$g(u)=(1-\beta\partial_\beta)\ln(1-e^{-u})=\ln(1-e^{-u})-\frac{u}{e^u-1}.$$
In the derivative the two terms $\pm1/(e^u-1)$ cancel, which leaves
$$g'(u)=\frac{u\,e^u}{(e^u-1)^2}=\frac{u}{4\sinh^2(u/2)},\qquad 0< u\,g'(u)=\frac{(u/2)^2}{\sinh^2(u/2)}\le1 .$$
Integrating $dg/d\ln u=u\,g'$ from $u_D$ to $u_H$ gives
$$0\le g(u_H)-g(u_D)\le\ln\frac{u_H}{u_D}\le\tfrac12\ln\frac{m_D}{m_H},$$
because a harmonic frequency changes by at most the square root of the mass ratio. A reactant mode thus multiplies $R$ by a factor between 1 and $\sqrt{m_D/m_H}=1.41$. A real mode of the transition state enters inversely, with a factor between $\sqrt{m_H/m_D}=0.707$ and 1.

So 0.7 is a semiclassical lower bound if the modes are harmonic, if translation and rotation cancel between the isotopes, and if at most one real transition-state mode feels the isotope. The value 0.7 is approached when that mode is soft, its frequency scales fully as $m_i^{-1/2}$, and the reactant modes are frozen: such a mode with H quantum 0.0005 hartree gives 0.711 at 300 K.

With two such modes the bound drops to 0.50, and this is the case for an atom between heavy groups in three dimensions. When the total mass and the moments of inertia do not feel the isotope, the H/D frequency ratios of all transition-state modes multiply to $(m_D/m_H)^{3/2}$ (the product rule). The imaginary mode takes at most $(m_D/m_H)^{1/2}$ of this, so the real modes carry at least $m_D/m_H$, which needs two of them, the bends. If the imaginary mode takes its full share, the strict harmonic bound is $m_H/m_D=0.50$. The value 0.7 is then a working threshold and not a strict bound. The model used below leaves the bends out.

In the present model only the reactant stretch is sensitive. Its factor $S=\exp[g(\beta\omega_H)-g(\beta\omega_D)]$ lies between 1 and 1.41, so a value of $R$ below one requires quantum effects in the crossing itself. The factor $\kappa$ contains two of them: tunnelling below the barrier top and reflection above it. In the example of (f) tunnelling dominates; reflection alone would lower $R$ only to 0.98 at 400 K.

### (b) Transmission and the prefactor ratio

Let $k=\sqrt{2mE}$ denote the wave number here, $q=ka$ and $d^2=2mVa^2$. With $\xi=\tanh(x/a)$, $a\,d/dx=(1-\xi^2)\,d/d\xi$, and the Schrödinger equation becomes
$$\frac{d}{d\xi}\Big[(1-\xi^2)\frac{d\psi}{d\xi}\Big]+\Big[\frac{q^2}{1-\xi^2}-d^2\Big]\psi=0 .$$
Put $\psi=(1-\xi^2)^{-iq/2}w$ and $z=(1-\xi)/2$. Then
$$z(1-z)w''+(1-iq)(1-2z)w'-\mu\nu\,w=0,$$
$$\mu=\tfrac12-i(q+\eta),\quad \nu=\tfrac12-i(q-\eta),\quad \eta=\sqrt{d^2-\tfrac14}.$$
Indeed $\mu+\nu=1-2iq$ and $\mu\nu=d^2-q^2-iq$, as the substitution requires.

The solution $w=F(\mu,\nu;1-iq;z)$ tends to 1 for $x\to\infty$. There $1-\xi^2\to4e^{-2x/a}$, so $\psi\to4^{-iq/2}e^{ikx}$, a purely transmitted wave. For $x\to-\infty$, $z\to1$ and $1-z\to e^{2x/a}$. The connection formula of the hypergeometric function gives
$$w\to\frac{\Gamma(1-iq)\Gamma(iq)}{\Gamma(\frac12+i\eta)\Gamma(\frac12-i\eta)}+(1-z)^{iq}\,\frac{\Gamma(1-iq)\Gamma(-iq)}{\Gamma(\mu)\Gamma(\nu)} .$$
The prefactor of $w$ is now $4^{-iq/2}e^{-ikx}$. The first term is thus the reflected wave, and the second, with $(1-z)^{iq}=e^{2ikx}$, is the incident one. Hence
$$P=\left|\frac{\Gamma(\mu)\Gamma(\nu)}{\Gamma(1-iq)\Gamma(-iq)}\right|^2 .$$
The reflection formula supplies $|\Gamma(\frac12+iy)|^2=\pi/\cosh\pi y$, $|\Gamma(1-iq)|^2=\pi q/\sinh\pi q$ and $|\Gamma(-iq)|^2=\pi/(q\sinh\pi q)$. Therefore
$$P=\frac{\sinh^2\pi q}{\cosh\pi(q+\eta)\,\cosh\pi(q-\eta)}=\frac{\sinh^2(\pi ka)}{\sinh^2(\pi ka)+\cosh^2(\pi\eta)},$$
since the product of hyperbolic cosines equals $\tfrac12(\cosh2\pi q+\cosh2\pi\eta)$. The form holds for $d^2>\tfrac14$, which is amply met here. Direct integration of the Schrödinger equation below, at and above the barrier top confirms it for both isotopes.

For the rate, $-d\ln I/d\beta=\langle E\rangle$, the mean energy with weight $Pe^{-\beta E}$. Applying $1-\beta\partial_\beta$ to $\ln k$, with $C$ cancelling, gives
$$\ln R=\ln S+\big[\ln I+\beta\langle E\rangle\big]_H-\big[\ln I+\beta\langle E\rangle\big]_D .$$

### (c) Weak tunnelling

Near the barrier top both hyperbolic arguments are large, and $P\approx1/(1+e^{w})$ with $w=2\pi\eta-2\pi ka$ (this $w$ is a number, no longer the function in (b)). Here $ka=d\sqrt{E/V}$ and, for large $d$, $\eta\approx d-1/(8d)$. Hence
$$\sqrt{E/V}=1-\frac{y}{2\pi d},\quad y=w+\frac{\pi}{4d},\qquad E-V=V\Big[-\frac{y}{\pi d}+\frac{y^2}{4\pi^2d^2}\Big].$$
Since $P(0)=0$, integration by parts gives $\kappa=\int(dP/dE)\,e^{-\beta(E-V)}dE$. In terms of $w$ the weight is $e^w/(1+e^w)^2$. It is even, so its mean is zero, and its variance is $4\int_0^\infty w\,dw/(1+e^w)=\pi^2/3$. Thus $\langle y\rangle=\pi/(4d)$ and $\langle y^2\rangle\approx\pi^2/3$. Expanding the exponential through order $1/d^2$,
$$\kappa\approx1+\frac{\beta V}{\pi d}\langle y\rangle-\frac{\beta V}{4\pi^2d^2}\langle y^2\rangle+\frac{\beta^2V^2}{2\pi^2d^2}\langle y^2\rangle
=1+\frac{\beta V}{6d^2}+\frac{\beta^2V^2}{6d^2}.$$
The barrier frequency follows from $\tfrac12m\omega_\ddagger^2=V/a^2$, so $\omega_\ddagger^2=2V/(ma^2)=4V^2/d^2$. With $u_\ddagger=\beta\omega_\ddagger$,
$$\kappa\approx1+\frac{u_\ddagger^2}{24}\Big(1+\frac1{\beta V}\Big).$$
The second term in the bracket comes from the anharmonicity of the barrier. It is linear in $\beta$, and $1-\beta\partial_\beta$ removes it. The term in $\beta^2$ changes sign. To this order
$$\ln R\approx\ln S-\frac{u_{\ddagger H}^2-u_{\ddagger D}^2}{24}.$$
Tunnelling raises the rate but lowers the prefactor, because it lowers the activation energy by more than the gain in $\ln k$ can offset. H has the larger barrier frequency whenever $V_H/m_H>V_D/m_D$, as in (f); it then loses more, and tunnelling lowers $R$.

### (d) What turns the curve

Differentiate the flux term of (b):
$$\frac{d}{d\beta}\big(\ln I+\beta\langle E\rangle\big)=-\langle E\rangle+\langle E\rangle+\beta\frac{d\langle E\rangle}{d\beta}=-\beta\,\mathrm{Var}(E).$$
The stretch contributes $dg/d\beta=\omega g'(u)=\beta v$, where $v=\omega^2/[4\sinh^2(\beta\omega/2)]$ is its thermal energy variance. Together,
$$\frac{d\ln R}{d\beta}=\beta\big[v_H-v_D-\mathrm{Var}_H(E)+\mathrm{Var}_D(E)\big].$$
Once the stretch is frozen, $R$ falls on cooling as long as the energies at which H reacts are spread more widely than those of D. It turns where the two spreads are equal.

### (e) Deep tunnelling and the limit $T\to0$

Well below the top, but with $\pi ka\gg1$, the transmission is
$$P\approx e^{-B+b\sqrt E},\qquad B=2\pi\eta,\quad b=2\pi a\sqrt{2m}.$$
With $E=s^2$ and a completed square,
$$I\approx e^{-B+b^2/4\beta}\int 2s\,e^{-\beta(s-b/2\beta)^2}ds\approx e^{-B+b^2/4\beta}\,\frac b\beta\sqrt{\frac\pi\beta}.$$
The limits were extended to $\pm\infty$. This is allowed if the peak at $s=b/2\beta$ lies several widths from both $s=0$ and the barrier top. The peak reaches the top, $b/2\beta=\sqrt V$, at $k_BT=\omega_\ddagger/2\pi$, which defines the crossover temperature.

From $\langle E\rangle=-d\ln I/d\beta=b^2/4\beta^2+3/(2\beta)$,
$$\ln I+\beta\langle E\rangle=-B+\frac{b^2}{2\beta}+\ln b-\tfrac32\ln\beta+\text{const}.$$
With $b^2/2\beta=4\pi^2a^2m\,k_BT$ and $S=1$,
$$\ln R\approx B_D-B_H+\tfrac12\ln\frac{m_H}{m_D}-4\pi^2a^2(m_D-m_H)\,k_BT .$$
The first difference is positive and large, since D has both the larger mass and the higher barrier. It wins when $T$ is low enough. The energy variance in this regime, $b^2/2\beta^3+3/2\beta^2$, is larger for D, which agrees with the rise required by (d).

At still lower temperature $\pi ka\ll1$, and $P\approx cE$ with $c=2\pi^2a^2m/\cosh^2(B/2)$. Then $I=c/\beta^2$ and $\langle E\rangle=2/\beta$, so
$$R\to\frac{c_H}{c_D}=\frac{m_H}{m_D}\,\frac{\cosh^2(B_D/2)}{\cosh^2(B_H/2)} .$$

### (f) The numbers

The masses are $m_H=1837.15$ and $m_D=3671.48$, so $\omega_D=0.009196$ hartree. The barriers are $V_H=0.020-0.0065=0.0135$ and $V_D=0.0154$ hartree, and the crossover temperatures are 241 K for H and 182 K for D.

| $T$/K | $\kappa_H$ | $\kappa_D$ | $k_H/k_D$ | $R$ |
|---|---|---|---|---|
| 1000 | 1.12 | 1.07 | 2.00 | 1.11 |
| 400 | 1.94 | 1.45 | 5.98 | 0.74 |
| 300 | 3.35 | 1.97 | 12.6 | 0.51 |
| 200 | 23.3 | 5.53 | 84.7 | 0.10 |
| 150 | 766 | 44.1 | 952 | 0.064 |
| 120 | $9.3\times10^4$ | 1790 | 7720 | 1.22 |
| 80 | $2.1\times10^{11}$ | $2.6\times10^9$ | $1.4\times10^5$ | 410 |

The ratio follows from $R=(k_H/k_D)\,e^{-\beta(E_{a,D}-E_{a,H})}$. At 300 K, $k_BT=3.1668\times10^{-6}\times300=0.000950$ hartree and the activation energies differ by 0.003042 hartree. The exponent is $-3.202$, and $R=12.58\times0.0407=0.51$.

**High temperature.** At 1000 K $R$ exceeds one for a semiclassical reason: the stretch is thermally excited and $S=1.15$. $R$ passes one at 739 K and 0.7 at 374 K. At the latter point $\kappa_H=2.1$ and $\kappa_D=1.5$, which is moderate tunnelling. The weak-tunnelling formula gives 0.75 there, about 7 % above the full value. Its expansion parameter is no longer small, since $u_{\ddagger H}\approx4$.

**The minimum.** $R$ reaches its lowest value, 0.047, at 165 K. Both isotopes then have an energy spread of 0.00242 hartree, as (d) demands. Classical flux over the barrier has the weight $e^{-\beta E}$ above the top and a spread of $k_BT$, here 0.00052 hartree. The actual spread is 4.6 times as large. The minimum lies below both crossover temperatures.

**Deep tunnelling.** With $B_H=35.262$ and $B_D=53.363$, the constant in the deep law is $18.101-0.346=17.755$, and
$$\ln R\approx17.755-0.14677\,(T/\mathrm K).$$
It predicts $R=1$ at $17.755/0.14677=121.0$ K; the full calculation gives 121.5 K. At 80 K the law gives $\ln R=6.01$ and the full value is 6.02. The steep slope explains the abrupt recovery: $R$ climbs from 0.7 at 124 K to one at 121.5 K, and passes the model's semiclassical ceiling of 1.41 at 119 K.

For $T\to0$ the limit is $\ln R=18.101-0.692=17.409$, or $R\approx4\times10^7$. It differs from the constant of the deep law because that law requires $b^2/4\beta\gg1$, and this quantity falls to one near 14 K for H and 7 K for D. The limit belongs to the model: a real encounter at such low energy does not move with the mass of the light atom.

**Reading $R$.** The value 0.7 occurs twice, at 374 K with $\kappa_H=2.1$ and at 124 K with $\kappa_H$ between 766 and $9\times10^4$. A value of $R$ alone therefore does not measure tunnelling, and a value near or above one does not exclude it. The isotope effect itself separates the cases: $k_H/k_D$ is 2.0 at 1000 K and 7720 at 120 K, although $R$ is 1.1 and 1.2.

The depth of the minimum and the crossing temperatures depend on $V_c$ and $a$. The one-dimensional path also leaves out corner cutting, in which the atom tunnels along shorter routes beside the path. The numbers therefore illustrate the mechanism and do not predict a particular reaction.

## Variation 1: a soft transition-state mode

*Add one isotope-sensitive transition-state mode with H quantum 0.0005 hartree, holding $V_H$ and $V_D$ at their values above. What happens to $R$ at 300 K and to its return through one?*

By (a) the mode multiplies $R$ by 0.711 at 300 K, so $R=0.512\times0.711=0.36$. Near 120 K its factor lies between 0.707 and 1. At most, then, $\ln R$ is lowered by 0.346. The return through one therefore cannot lie below the temperature at which $R$ reaches 1.41 without the mode, which is 119 K by (f). The shift is less than 3 K. A soft mode matters for the 0.7 criterion at moderate tunnelling but hardly moves the deep-tunnelling crossing.

## Variation 2: a line through two temperatures

*An experiment draws a straight line through $\ln(k_H/k_D)$ at two temperatures. Which prefactor ratio does it report?*

A line $\ln(k_H/k_D)=\ln R_{12}+G/(k_BT)$ through $T_1$ and $T_2$ has the intercept
$$\ln R_{12}=\frac{T_1\ln(k_H/k_D)_1-T_2\ln(k_H/k_D)_2}{T_1-T_2}.$$
For 300 K and 250 K the rate ratios are 12.58 and 24.95:
$$\ln R_{12}=\frac{300\times2.532-250\times3.217}{50}=-0.89,\qquad R_{12}=0.41 .$$
This lies between the tangent values 0.51 and 0.31. It must, because $R$ falls on cooling throughout this interval. The curve $f(\beta)=\ln(k_H/k_D)$ is then convex, since $d\ln R/d\beta=-\beta f''$. The slope of the chord lies between the two end slopes, and so its intercept lies between the two tangent intercepts.

For 200 K and 120 K, on either side of the minimum, the rate ratios are 84.71 and 7719:
$$\ln R_{12}=\frac{200\times4.439-120\times8.951}{80}=-2.33,\qquad R_{12}=0.10 .$$
The tangent values at the ends are 0.10 and 1.22. The line thus reports a strongly reduced prefactor ratio although the ratio at the cold end already exceeds one. To locate the return of the tangent value through one, the local slope is needed, and so rates at closely spaced temperatures around 121 K.

## Numbers as computed

```
masses m_H, m_D: 1837.15, 3671.48 m_e
V_c = 0.0200 hartree, a = 0.80 bohr
reactant quanta H, D: 0.013000, 0.009196 hartree
barriers V_H, V_D: 0.013500, 0.015402 hartree
barrier hbar*omega H, D: 0.004792, 0.003621 hartree
crossover hbar*omega/(2 pi k_B) H, D: 240.8, 182.0 K
k_B = 3.166812e-06 hartree/K
semiclassical floor, one transition mode: 0.7074
semiclassical floor, two transition modes: 0.5004
semiclassical ceiling of this model: 1.4137
factor of one soft mode (H quantum 0.0005 hartree), 300 K: 0.7114
T/K  kappa_H  kappa_D  k_H/k_D  (EaD-EaH)/hartree  S  R
 1000 1.123 1.067 1.995 0.001870 1.1495 1.105
  600 1.347 1.185 3.116 0.002306 1.0389 0.926
  400 1.935 1.455 5.976 0.002640 1.0054 0.7437
  300 3.346 1.969 12.58 0.003042 1.0007 0.5117
  250 6.19 2.742 24.95 0.003480 1.0001 0.3076
  200 23.26 5.532 84.71 0.004263 1.0000 0.101
  170 121.3 13.89 298.9 0.004702 1.0000 0.04812
  150 765.9 44.1 952 0.004566 1.0000 0.06374
  120 9.262e+04 1790 7719 0.003325 1.0000 1.223
  100 2.368e+07 2.877e+05 3.341e+04 0.002323 1.0000 21.75
   80 2.069e+11 2.602e+09 1.449e+05 0.001486 1.0000 410.2
R = 1 on cooling from high T: 739.2 K
R = 0.7 on cooling: 373.8 K
  there kappa_H, kappa_D: 2.134, 1.537
  weak-tunnelling formula for R there: 0.749
minimum of R: 0.04668 at 164.7 K
  energy spreads H, D there: 0.002422, 0.002422 hartree
  k_B T there: 0.000522 hartree
R = 0.7 again: 124.2 K
R = 1 again: 121.5 K
R = semiclassical ceiling: 118.9 K
B_H, B_D: 35.262, 53.363
deep law ln R = 17.755 - 0.14677 T/K
deep law crossing R = 1: 121.0 K
ln R at 80 K, deep law and full: 6.013, 6.017
ln R for T -> 0, formula: 17.409
ln R at 0.02 K, full: 17.407
```
